# The 0.886/N Bandwidth of a Weakly Reflecting EUV Multilayer, part 1

(Sections cited here and not found follow in the second part.)

## First half: the weak, lossless stack

### What goes wrong without the width

Suppose that a weak multilayer mirror with ten bilayers is replaced by one with twenty, made of the same layers. Every bilayer reflects a small amplitude, the amplitudes add in step at the design wavelength, and the peak reflectance rises by a factor of four. Someone who knows just this factor will expect four times as much reflected power from a broadband source. The gain is in fact a factor of two, because the peak becomes half as wide. Two mirrors with different numbers of bilayers can likewise be centred on one wavelength and still reflect bands of quite different width.

The opposite error is to use the width law where it does not hold. For a 40-pair Mo/Si stack with the rough optical constants given later, the law predicts a full width of 0.30 nm at 13.5 nm, whereas a calculation with multiple reflection, absorption and dispersion gives 0.68 nm. So both the law and its boundary are needed.

The statement to be derived is this. For \(N\) identical lossless bilayers at normal incidence, with single scattering, constant refractive indices and large \(N\), the first-order reflectance peak has

\[
\frac{\Delta\lambda}{\lambda_0}\simeq\frac{0.886}{N},
\]

where \(\Delta\lambda\) is the full width at half maximum and \(\lambda_0\) the design wavelength.

### One interface

Fields vary in time as \(e^{-i\omega t}\), so a wave travelling towards positive \(z\) in a medium of index \(n\) is \(e^{2\pi i n z/\lambda}\), with \(\lambda\) the vacuum wavelength. A path of optical length \(\ell\) multiplies the amplitude by \(e^{2\pi i\ell/\lambda}\).

Let a wave of unit amplitude pass from index \(n_1\) to index \(n_2\). The tangential electric field is continuous. So is the tangential magnetic field, which is proportional to \(n\) times the forward amplitude minus the backward amplitude. With reflected amplitude \(r\) and transmitted amplitude \(t\),

\[
1+r=t,\qquad n_1(1-r)=n_2t .
\]

Inserting the first equation in the second gives \(n_1-n_1r=n_2+n_2r\), hence

\[
r=\frac{n_1-n_2}{n_1+n_2}.
\]

A bilayer consists of a slab of index \(n_a\) and thickness \(d_a\), followed by a spacer of index \(n_s\) and thickness \(d_s\). In the ideal model the media in front of the stack and behind it also have the spacer index. The front face of a slab then reflects

\[
\rho=\frac{n_s-n_a}{n_s+n_a},
\]

and its rear face, where the indices are interchanged, reflects \(-\rho\).

### One bilayer

The optical period and the slab's share of it are

\[
P=n_ad_a+n_sd_s,\qquad \gamma=\frac{n_ad_a}{P}.
\]

A round trip through a whole bilayer has optical length \(2P\) and phase

\[
\phi=\frac{4\pi P}{\lambda}.
\]

A round trip through the slab alone has phase \(\gamma\phi\). The wave that returns from the rear face has crossed the front face twice, which contributes the factor \((1+\rho)(1-\rho)=1-\rho^2\). To first order in \(\rho\) this factor is one, so the bilayer amplitude is

\[
r_b=\rho\left(1-e^{i\gamma\phi}\right).
\]

Taking out half the phase gives \(1-e^{i\gamma\phi}=-2i\,e^{i\gamma\phi/2}\sin(\gamma\phi/2)\), and therefore

\[
|r_b|=2|\rho|\,|\sin(\gamma\phi/2)|.
\]

At first order, \(\phi=2\pi\), this equals \(2|\rho|\sin\pi\gamma\). It is largest for \(\gamma=1/2\), when both layers are a quarter of a wavelength thick optically. The limits are sensible: for \(\gamma\to0\) or \(\gamma\to1\) one of the layers vanishes and so does the reflection.

### Two bilayers

The second bilayer lies one period deeper and returns its wave with the extra phase \(\phi\). The two contributions give

\[
|1+e^{i\phi}|^2=(1+\cos\phi)^2+\sin^2\phi=2+2\cos\phi=4\cos^2(\phi/2).
\]

Keep \(r_b\) fixed at its value for \(\phi=2\pi\), so that only this interference factor varies. Its first-order maximum is at \(\phi=2\pi\). Write \(\phi=2\pi+\delta\). Half of the maximum is reached when \(\cos^2(\delta/2)=1/2\), so \(\delta=\pm\pi/2\). The full phase width is \(\pi\), which is \(0.5\) of the central phase \(2\pi\). The large-\(N\) law would give \(0.886/2=0.443\). Two bilayers thus show the right size, and also that a correction for small \(N\) exists.

### N bilayers

Number the bilayers \(m=0,1,\ldots,N-1\). In single scattering the wave reaches bilayer \(m\) without loss, is reflected there once, and leaves. Its extra phase is \(m\phi\), so

\[
r=r_b\sum_{m=0}^{N-1}e^{im\phi}
=r_b\,\frac{1-e^{iN\phi}}{1-e^{i\phi}} .
\]

The second form follows on multiplying the sum by \(1-e^{i\phi}\), which cancels all terms but the first and the last. Since \(|1-e^{i\alpha}|=2|\sin(\alpha/2)|\), the reflectance is

\[
R=|r_b|^2\,\frac{\sin^2(N\phi/2)}{\sin^2(\phi/2)} .
\]

For \(N=2\), the identity \(\sin\phi=2\sin(\phi/2)\cos(\phi/2)\) returns the previous result.

Near first order put \(\phi=2\pi+\delta\). Then \(\sin(N\phi/2)=\pm\sin(N\delta/2)\) and \(\sin(\phi/2)=-\sin(\delta/2)\); the signs disappear on squaring. As \(\delta\to0\) the ratio tends to \(N^2\), so the peak reflectance is \(N^2|r_b|^2\).

This line shape was tested against a transfer-matrix solution of Maxwell's equations, which includes all multiple reflections. The slab index was \(1-10^{-5}\), the spacer index 1, and \(N=10\). At six wavelengths between \(0.93\lambda_0\) and \(1.08\lambda_0\), for \(\gamma=0.5\) and \(\gamma=0.3\), the two reflectances differed by less than \(2\times10^{-4}\) of the peak reflectance.

### The half-height point

The natural variable is half the phase error accumulated over the stack,

\[
x=\frac{N\delta}{2}.
\]

If the slow variation of \(r_b\) is set aside for the moment, the normalized profile is

\[
\frac{R}{R_{\rm peak}}=\left[\frac{\sin x}{N\sin(x/N)}\right]^2
\;\longrightarrow\;\left(\frac{\sin x}{x}\right)^2
\quad\text{for }N\to\infty\text{ at fixed }x .
\]

Half maximum requires

\[
\frac{\sin x_0}{x_0}=\frac1{\sqrt2}.
\]

There is one such point between \(0\) and \(\pi\). The derivative of \(\sin x/x\) is \((x\cos x-\sin x)/x^2\). Its numerator starts from zero and has derivative \(-x\sin x<0\), so the function falls steadily from 1 to 0. Beyond \(\pi\) its magnitude is below \(1/\pi\), too small to reach \(1/\sqrt2\). Numerically, \(x_0=1.391557\).

The half-height points \(\pm x_0\) correspond to \(\delta=\pm2x_0/N\). The full phase width is \(4x_0/N\), and relative to the central phase it is

\[
\frac{\Delta\phi}{2\pi}=\frac{2x_0}{\pi N}=\frac{0.885893}{N}.
\]

The physical content is an interference time. Successive bilayers return their waves one period of the light apart, so the response of the stack to a short pulse lasts about \(N\) optical periods. A response of that length can distinguish relative frequency differences of about \(1/N\). The first zero of the profile lies at \(x=\pi\), a relative detuning of \(1/N\), where the contributions close into a full circle. The number 0.886 is the full half-height width in units of that detuning.

### From phase to wavelength

With constant indices, \(\phi\) is proportional to frequency, so the result above is also the relative frequency width. For wavelength, set \(\phi=2\pi(1+u)\). Since \(\phi\lambda=4\pi P\) and \(\lambda_0=2P\),

\[
\lambda=\frac{\lambda_0}{1+u}.
\]

The half-height points are \(u=\pm h\), with \(h=x_0/(\pi N)\). Hence

\[
\frac{\Delta\lambda}{\lambda_0}=\frac1{1-h}-\frac1{1+h}
=\frac{2h}{1-h^2}=2h\,(1+h^2+\cdots).
\]

The leading term is \(2h=2x_0/(\pi N)\), which is the required law. The relative correction is \(h^2=(x_0/\pi)^2/N^2=0.196/N^2\).

### How good is the law at finite N?

The array factor gives a second correction. At half maximum it obeys \(\sin x=(N/\sqrt2)\sin(x/N)\). Expanding the last sine for large \(N\),

\[
N\sin(x/N)=x\left(1-\frac{x^2}{6N^2}+\cdots\right),
\qquad
\frac{\sin x}{x}=\frac1{\sqrt2}\left(1-\frac{x^2}{6N^2}\right).
\]

Put \(x=x_0+\eta\) and take logarithms. The derivative of \(\ln(\sin x/x)\) is \(\cot x-1/x\). With

\[
\kappa=\frac1{x_0}-\cot x_0=0.5374,
\]

the first-order change is \(-\kappa\eta=-x_0^2/(6N^2)\). The array width is therefore multiplied by

\[
1+\frac{\eta}{x_0}=1+\frac C{N^2},\qquad
C=\frac{x_0}{6\kappa}=0.4315 .
\]

A direct sum of 100 phasors was used as a test; it gave 0.4316. Even at \(N=2\) the corrected value is \(0.443(1+0.4315/4)=0.491\), close to the value 0.5 found above.

The bilayer amplitude also varies across the peak. For \(\gamma=1/2\),

\[
\frac{|r_b(\phi)|^2}{|r_b(2\pi)|^2}=\sin^2(\phi/4)=\cos^2(\delta/4)
\simeq1-\frac{\delta^2}{16}=1-\frac{x^2}{4N^2}.
\]

The array factor raises the logarithm of the profile by \(x^2/(3N^2)\), and the bilayer lowers it by \(x^2/(4N^2)\). The net rise, \(x^2/(12N^2)\), is a quarter of the array term, so \(C\) is replaced by \(C/4=0.108\). Adding the wavelength conversion gives

\[
N\frac{\Delta\lambda}{\lambda_0}
\simeq0.885893\left(1+\frac{0.304}{N^2}\right),\qquad\gamma=\tfrac12 .
\]

This predicts 0.88859 for \(N=10\) and 0.88657 for \(N=20\). The weak-contrast transfer-matrix values are 0.888597 and 0.886567. For ten quarter-wave bilayers the large-\(N\) law is thus in error by 0.3 % of the width, as long as scattering is weak.

### A bilayer factor with a slope

For \(\gamma\ne1/2\) the factor \(|r_b|^2\) is tilted at the peak, and a correction of relative order \(1/N\) might be feared. Let \(g\) be the derivative of \(\ln|r_b|^2\) with respect to \(\phi\) at \(2\pi\); from \(\sin^2(\gamma\phi/2)\) it is \(g=\gamma\cot\pi\gamma\). Since \(\delta=2x/N\), the logarithm of the profile becomes

\[
L(x)+\frac{2g}{N}x,\qquad L(x)=2\ln\frac{\sin x}{x},
\]

up to terms of order \(1/N^2\). Near the peak \(L\simeq-x^2/3\). The maximum moves to \(x=3g/N\), but its height changes by \(3g^2/N^2\), which is second order. At the half-height points the slopes of \(L\) are \(L'(\pm x_0)=\mp2\kappa\). If these points move by \(\epsilon_\pm\),

\[
-2\kappa\epsilon_++\frac{2gx_0}{N}=0,\qquad
2\kappa\epsilon_--\frac{2gx_0}{N}=0 .
\]

Both displacements equal \(gx_0/(\kappa N)\). The two points move together, and their distance is unchanged at relative order \(1/N\). The argument uses just the oddness of the perturbation in \(x\), so it applies to any smooth factor that does not vanish at the peak.

The transfer-matrix widths were tested for \(\gamma=0.5\) and \(0.3\) with \(N=10,20,40,80\), at the same index contrast of \(10^{-5}\). In all eight cases the relative deviation from the law was below \(1/N^2\). The coefficient of \(1/N^2\) can be much larger when \(\gamma\) is close to one, because \(|r_b|^2\) then vanishes at \(\phi=2\pi/\gamma\), not far from the peak. For \(\gamma=0.9\) and \(N=10\) the single-scattering width is 7 % below the law.

### Higher orders

Near order \(m\), write \(\phi=2\pi m+\delta\). The array factor depends on \(\delta\) as before, so \(\Delta\phi=4x_0/N\) is unchanged. The central phase is now \(2\pi m\) and the central wavelength \(\lambda_0/m\), which gives a relative width \(0.886/(mN)\). The order must exist: its amplitude is proportional to \(\sin(\pi m\gamma)\), which vanishes for \(m=2\), \(\gamma=1/2\). For \(m=2\), \(\gamma=0.3\) and \(N=40\) the law gives \(0.885893/80=0.01107\), and the transfer matrices give 0.011077.

### The limit that fails

For \(N\to\infty\) at fixed \(|r_b|\), the formulas predict zero width and a peak reflectance \(N^2|r_b|^2\) without bound. A passive mirror cannot reflect more than it receives. Single scattering must therefore fail before \(N|r_b|\) reaches one, and the mirror needs a description in which the incident wave is used up.

## Second half: loss, dispersion and repeated reflection

### Symbols and results carried over

The stack has \(N\) bilayers of optical period \(P=\lambda_0/2\), made of slabs (index \(n_a\), thickness \(d_a\)) and spacers (\(n_s\), \(d_s\)). The round-trip phase per bilayer is \(\phi=2\pi+\delta\), and \(x=N\delta/2\). One bilayer reflects the amplitude \(r_b\), with \(|r_b|=2|\rho|\) at first order for quarter-wave layers and \(\rho=(n_s-n_a)/(n_s+n_a)\). In the weak lossless limit the profile is \((\sin x/x)^2\), its half-height point is \(x_0=1.3916\), and the relative width is \(2x_0/(\pi N)=0.886/N\). The slope constant is \(\kappa=1/x_0-\cot x_0=0.5374\). A perturbation of the log-profile that is odd in \(x\) and of order \(1/N\) shifts the peak without changing its width at that order.

For a weak, lossless stack with constant indices, the first-order reflectance peak has relative width \(0.886/N\) at large \(N\). It remains to find how absorption, dispersion and repeated reflection change this width, and where the law fails.
